# Half-occupation estimates of vertical defect levels and their curvature error, part 2

How well does the eigenvalue at half occupation approximate a vertical transition energy \(\Delta=E(1)-E(0)\), the total-energy difference at fixed nuclei between a filled and an empty level? At occupation \(f\), the energy is \(E(f)\), the eigenvalue \(\epsilon(f)\) and the curvature \(\kappa=E''=\epsilon'\). The defect orbital \(\phi\) obeys \(h\phi=\epsilon\phi\), with \(h\) the Kohn–Sham operator. Janak's relation is

\[
\frac{dE}{df}=\epsilon(f).
\]

Integration by parts, with a boundary term \(f[\epsilon(f)-\epsilon(1/2)]\) that vanishes at \(f=0\), gives

\[
\Delta-\epsilon\!\left(\tfrac12\right)
=\int_{1/2}^{1}(1-f)\kappa(f)\,df
-\int_0^{1/2}f\kappa(f)\,df .
\]

For smooth \(\kappa\), with "mid" denoting half occupation,

\[
\Delta-\epsilon_{\rm mid}
=\frac{E'''_{\rm mid}}{24}+\cdots .
\]

Over a centred interval of length \(\lambda\), the energy change minus \(\lambda\epsilon_{\rm mid}\) is \(\lambda^3E'''_{\rm mid}/24\) to leading order. Two other estimates are

\[
\Delta-\epsilon\!\left(\tfrac12\right)\approx
\frac{\epsilon(0)+\epsilon(1)-2\epsilon(1/2)}6 ,
\]

\[
\Delta-\epsilon\!\left(\tfrac12\right)\approx
\frac{\kappa(1)-\kappa(0)}{24}.
\]

With \(\kappa\) and \(\kappa'\) at half filling, the endpoint eigenvalues have errors

\[
\epsilon(0)-\Delta\approx-\frac\kappa2+\frac{\kappa'}{12},\qquad
\epsilon(1)-\Delta\approx\frac\kappa2+\frac{\kappa'}{12}.
\]

The example is an effective-mass double donor with core charge \(Z=2\), effective mass \(m^*=0.3\) electron masses and relative permittivity \(\varepsilon_r=12\). It binds \(N\) electrons: \(N=0,1,2\) for charge states \(2+\), \(+\) and neutral. Thus \(f=N-1\) for \((+/0)\) and \(f=N\) for \((2+/+)\); derivatives with respect to \(f\) and \(N\) are equal. From here \(E\) and \(\epsilon\) take \(N\) as argument. Correlation, spin polarization and lattice relaxation are omitted, and the band edge is the zero of energy.

Energies are in effective Rydbergs, Ry* (28.345 meV), and lengths \(r\) in effective Bohr radii (40 bohr). The one-electron operator is then \(-\nabla^2-2Z/r\), and the electron repulsion is \(2/|\mathbf r-\mathbf r'|\).

Q: And which density functional determines the orbital?

A: Spin-restricted, exchange-only local-density theory. One normalized spatial orbital \(\phi\), with \(\rho=|\phi|^2\), holds \(N/2\) electrons of each spin. With \(C=(3/\pi)^{1/3}\), the energy in effective units is

\[
\begin{aligned}
E(N)=\min_\phi\Bigg[
&N\left\langle\phi\left|-\nabla^2-\frac4r\right|\phi\right\rangle\\
&+N^2\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}
\,d^3r\,d^3r'
-\frac32C\int(N\rho)^{4/3}d^3r\Bigg].
\end{aligned}
\]

The factor one half in the Hartree energy has cancelled the two in \(2/|\mathbf r-\mathbf r'|\). The exchange potential is the derivative of the last energy density, \(-2Cn^{1/3}\), with \(n=N\rho\). Both spin orbitals have eigenvalue \(\epsilon\), so Janak's relation gives \(dE/dN=\epsilon/2+\epsilon/2=\epsilon\). Finite differences of the total energy agree with the eigenvalue within \(8.1\times10^{-8}\) Ry* at the four tested occupations.

Q: Start with \((+/0)\). Does the midpoint estimate work?

A: The total energies are \(E(1)=-3.61337\) and \(E(2)=-5.44723\) Ry*. Hence

\[
\Delta=-5.44723-(-3.61337)=-1.83386\ \text{Ry*}.
\]

The half-occupation eigenvalue is \(\epsilon(1.5)=-1.81594\) Ry*, so

\[
\Delta-\epsilon(1.5)=-1.83386+1.81594=-0.01792\ \text{Ry*}.
\]

The estimate lies too high by about 1.0% of \(|\Delta|\). In physical units, \(\Delta=-51.98\) meV and the eigenvalue is \(-51.47\) meV. The binding is underestimated by 0.51 meV relative to this functional's own total-energy difference. The extra digits resolve that difference; they do not claim such accuracy for a real donor. The separate total energies carry a basis-set error of about \(5\times10^{-5}\) Ry*, which largely cancels in the differences.

Q: Does the third derivative account for those 0.51 meV?

A: At \(N=1.5\), \(E'''=-0.43361\) Ry*. The predicted correction is

\[
\frac{-0.43361}{24}=-0.01807\ \text{Ry*},
\]

against the direct value \(-0.01792\) Ry*. Adding it to the eigenvalue gives \(-51.99\) meV. The weighted-curvature integral gives \(-0.01792\) Ry*, in agreement with the total energies.

A shorter interval tests the coefficient separately. For \(\lambda=0.25\), the difference between the energy change and \(\lambda\epsilon(1.5)\), divided by \(\lambda^3\), is \(-0.01806\) Ry*. This is close to the predicted \(-0.01807\) Ry*.

Q: Try the estimates that avoid a third derivative.

A: The three eigenvalues give

\[
\frac{-2.70486-1.03393-2(-1.81594)}6
=-0.01782\ \text{Ry*}.
\]

The curvatures at \(N=1\) and \(N=2\) are 1.85924 and 1.43798 Ry*, so the other estimate is

\[
\frac{1.43798-1.85924}{24}=-0.01755\ \text{Ry*}.
\]

Both reproduce the direct correction within about 2%.

The endpoint eigenvalues behave quite differently. At the midpoint \(\kappa=1.68156\) Ry*. The expansion predicts \(\epsilon(1)-\Delta=-0.877\) and \(\epsilon(2)-\Delta=0.805\) Ry*; the direct values are \(-0.871\) and \(0.800\) Ry*. Half occupation removes the large \(\pm\kappa/2\) contributions and leaves the much smaller effect of changing curvature.

Q: What produces the curvature in the first place? Electron repulsion alone?

A: Repulsion, exchange and the response of the orbital all contribute. Differentiate \(\epsilon=\langle\phi|h|\phi\rangle\). The terms containing \(d\phi/dN\) cancel by normalization, leaving \(\kappa=\langle\phi|dh/dN|\phi\rangle\). Define the interaction kernel

\[
K(\mathbf r,\mathbf r')=
\frac2{|\mathbf r-\mathbf r'|}
-\frac23Cn(\mathbf r)^{-2/3}\delta(\mathbf r-\mathbf r').
\]

Its second term is the derivative of the exchange potential. Since \(dn/dN=\rho+N\,d\rho/dN\),

\[
\kappa=\langle\rho|K|\rho\rangle
+N\left\langle\frac{d\rho}{dN}\middle|K\middle|\rho\right\rangle .
\]

Here the brackets mean integration over both positions. At \(N=1.5\), the first term is 1.918 Ry* and the relaxation term is \(-0.236\) Ry*, with sum 1.682 Ry*. Relaxation reduces the curvature but does not cancel it.

Q: That explains its size. Why does it decrease between one and two electrons?

A: First freeze the orbital found at \(N=1.5\). Its energy as a function of \(N\) then has the form

\[
E_{\rm fr}(N)=aN+bN^2-cN^{4/3},\qquad c>0 .
\]

The linear and quadratic terms make no midpoint error. For exchange,

\[
E'''_{\rm fr}=-c\,\frac43\,\frac13\left(-\frac23\right)N^{-5/3}
=\frac{8c}{27}N^{-5/3}>0 .
\]

Exchange with a frozen orbital therefore makes curvature increase. The calculated frozen contribution to \(\Delta-\epsilon(1.5)\) is \(+0.00478\) Ry*. The full correction is \(-0.01792\), so orbital relaxation must contribute

\[
-0.01792-0.00478=-0.02270\ \text{Ry*}.
\]

It reverses the sign.

Q: "Relaxation" is then just the name of a remainder. Can you give it a meaning?

A: Yes. The frozen and relaxed paths have the same energy and slope at \(N=1.5\). Let \(L(N)=E_{\rm fr}(N)-E(N)\ge0\) be the energy gained by relaxing the orbital. Subtracting the two midpoint corrections cancels the common slope and leaves

\[
[E(2)-E(1)]-[E_{\rm fr}(2)-E_{\rm fr}(1)]
=-L(2)+L(1).
\]

The value \(-0.02270\) Ry* says that relaxation from the midpoint orbital lowers the two-electron energy by 0.0227 Ry* more than the one-electron energy.

A smaller model shows how this sign can arise. Omit exchange and use \(\phi\propto e^{-\zeta r}\). Its kinetic energy is \(\zeta^2\), its mean inverse radius is \(\zeta\), and scaling lengths by \(1/\zeta\) makes its Hartree energy \(gN^2\zeta\), with \(g>0\). Thus

\[
E=N(\zeta^2-2Z\zeta)+gN^2\zeta .
\]

Setting \(dE/d\zeta=0\) gives \(\zeta=Z-gN/2\). Added charge expands the orbital. Substitution gives

\[
E=-N\left(Z-\frac{gN}{2}\right)^2
=-Z^2N+gZN^2-\frac{g^2}{4}N^3,
\]

so \(E'''=-3g^2/2<0\). With \(\zeta\) frozen, this model has no cubic term. The negative third derivative comes entirely from expansion of the orbital. This establishes the mechanism in the reduced model, not the numerical size in the full one.

Q: Now try the \((2+/+)\) level. With at most one electron present, I expect the method to do better.

A: The zero-electron energy is zero, so \(\Delta=E(1)=-3.61337\) Ry*. The midpoint eigenvalue is \(-3.64858\) Ry*. The directly calculated correction is \(+0.03520\) Ry*, about 1.0% of \(|\Delta|\). Half occupation now makes the level too deep by 1.00 meV, compared with \(\Delta=-102.42\) meV.

The leading formula does worse than before:

\[
\frac{E'''(0.5)}{24}=\frac{0.423}{24}
=0.0176\ \text{Ry*}.
\]

It gives only about half the required correction.

Q: Then your error formula has failed. What went wrong?

A: The smoothness assumption fails at the empty endpoint. As \(N\to0\), the orbital approaches the ground state of a charge-two Coulomb potential, with eigenvalue \(-4\) and density \(\rho_0=(8/\pi)e^{-4r}\). The Hartree potential is proportional to \(N\), but the exchange potential is proportional to \(N^{1/3}\). First-order perturbation theory gives

\[
\epsilon(N)=-4-BN^{1/3}+O(N^{2/3}),\qquad
B=2C\int\rho_0^{4/3}d^3r .
\]

Using \(\int_0^\infty r^2e^{-\alpha r}dr=2/\alpha^3\) with \(\alpha=16/3\),

\[
B=2C\left(\frac8\pi\right)^{4/3}\frac{8\pi}{(16/3)^3}
=1.1346\ \text{Ry*}.
\]

The coefficient extracted from the self-consistent eigenvalue near zero occupation is \(-1.1347\) Ry*, in agreement with \(-B\). Differentiation gives

\[
\kappa(N)=-\frac B3N^{-2/3}+O(N^{-1/3}).
\]

The curvature diverges to negative values at \(N=0\), although at \(N=0.5\) it is positive, 1.863 Ry*. A Taylor polynomial about half filling represents this endpoint poorly.

Q: If the curvature diverges, is the integral identity also invalid?

A: No. Near zero the integrand \(N\kappa\) behaves as \(N^{1/3}\), which is integrable. The discarded boundary term also vanishes because the eigenvalue stays finite. The weighted integral gives \(0.03520\) Ry*, matching the direct correction even though the one-term expansion does not.

The leading singular term in the energy is \(-(3B/4)N^{4/3}\). Its third derivative is positive. Two further derivatives multiply it by \((-5/3)(-8/3)N^{-2}\), so the next odd derivative is also positive. The same sign pattern continues. For this part of the energy, the terms omitted after \(E'''/24\) all increase the correction. The other energy terms also affect the final number, so this argument does not by itself predict the factor of about two.

Q: Must every initially empty defect level show this divergence?

A: No. Here the whole electron density vanishes. If other electrons provide a density \(n_b\), the frozen local-exchange contribution to curvature at \(f=0\) has the form

\[
-\frac23C\int n_b^{-2/3}\rho^2\,d^3r .
\]

For a spin-restricted density this is finite if the integral converges, in particular if \(n_b\) has a positive lower bound wherever \(\rho\) extends. With separate spin densities, the density of the spin channel being filled is what matters. The spin-restricted \((+/0)\) calculation starts with half an electron in each spin channel, so its endpoint curvature is finite. In a spin-polarized calculation the second electron would enter an empty channel. The curvature would then diverge at that endpoint, and the sign of the midpoint error found here does not carry over: in this model \(\Delta-\epsilon_{\rm mid}\) becomes about \(+0.04\) Ry* on the spin-polarized path.

Q: Suppose I correct the midpoint error completely. Have I found the true transition energy?

A: You have recovered the total-energy difference of the chosen functional. The one-electron donor shows why that is different. Within the effective-mass Hamiltonian its exact energy is \(-Z^2=-4\) Ry*, since one electron does not repel itself. The functional gives \(-3.61337\) Ry*, an error of \(+0.387\) Ry*. This is about eleven times the midpoint error for the same transition. The ratio belongs to the spin-restricted functional, which puts half an electron in each spin channel; with the electron fully spin-polarized the error falls to about 0.17 Ry*, roughly three times the corresponding midpoint error.

Using \(\phi_0=\sqrt{\rho_0}\) as a trial orbital gives \(E(1)\le-4+E_{\rm Hx}[\rho_0]\), where \(E_{\rm Hx}\) is the Hartree plus exchange energy. Hence \(E_{\rm Hx}[\rho_0]\ge0.387\) Ry*: the restricted local exchange does not cancel the electron's self-repulsion. Half occupation cannot repair that error.

Conversely, suppose a fractional charge is described by an ensemble of the two integer states. Its energy is \((1-f)E(0)+fE(1)\), so the curvature vanishes and the slope is \(\Delta\) at every interior \(f\). But a straight line through two inaccurate endpoint energies would still have an inaccurate slope. Small midpoint error and accurate endpoint energies are separate requirements.

Q: How would you decide whether to trust a half-occupation level in a larger defect calculation?

A: I would follow the same localized level at zero, half and full occupation and form the three-eigenvalue correction. A small correction supports the estimate if the eigenvalue varies smoothly, though three points cannot exclude a narrow feature between them. Where the curvature diverges at an endpoint, the three-eigenvalue formula is unreliable: for the \((2+/+)\) level above, with \(\epsilon(0)=-4\) Ry*, it gives 0.099 Ry*, nearly three times the direct correction. Where the curvature changes sharply, I would compare total energies directly. Band alignment, periodic-charge corrections, lattice relaxation and the functional's own error still need separate treatment.

## Values computed for the example and the checks

```
effective mass: 0.3 electron masses
relative permittivity: 12.0 (dimensionless)
core charge Z: 2 e
effective Rydberg Ry*: 28.345 meV
effective Bohr radius: 40.0 bohr
one-electron eigenvalue, no repulsion: -3.99996 Ry*
E(2), independent code: -5.44723 Ry*
largest Janak deviation: 8.1e-08 Ry*
Level (+/0), N from 1 to 2
E(1): -3.61337 Ry*
E(2): -5.44723 Ry*
Delta = E(2)-E(1): -1.83386 Ry*
eigenvalue at N=1.00: -2.70486 Ry*
eigenvalue at N=1.25: -2.24920 Ry*
eigenvalue at N=1.50: -1.81594 Ry*
eigenvalue at N=1.75: -1.40969 Ry*
eigenvalue at N=2.00: -1.03393 Ry*
Delta - eps(1.5), direct: -0.01792 Ry*
same, weighted curvature integral: -0.01792 Ry*
E''' at N=1.5: -0.43361 Ry*
leading correction E'''/24: -0.01807 Ry*
scaled correction, interval 0.25: -0.01806 Ry*
three-eigenvalue estimate: -0.01782 Ry*
curvature at N=1: 1.85924 Ry*
curvature at N=1.5: 1.68156 Ry*
curvature at N=2: 1.43798 Ry*
endpoint-curvature estimate: -0.01755 Ry*
eps(1)-Delta, direct: -0.87100 Ry*
eps(1)-Delta, expansion: -0.87692 Ry*
eps(2)-Delta, direct: 0.79993 Ry*
eps(2)-Delta, expansion: 0.80465 Ry*
bare curvature at N=1.5: 1.91764 Ry*
relaxation curvature at N=1.5: -0.23605 Ry*
frozen-orbital midpoint correction: 0.00478 Ry*
relaxation midpoint correction: -0.02270 Ry*
Delta: -51.98 meV
eps(1.5): -51.47 meV
eps(1.5)+E'''/24: -51.99 meV
half-occupation error eps-Delta: 0.508 meV
Level (2+/+), N from 0 to 1
Delta = E(1)-E(0): -3.61337 Ry*
eigenvalue at N=0.5: -3.64858 Ry*
Delta - eps(0.5), direct: 0.03520 Ry*
same, weighted curvature integral: 0.03520 Ry*
curvature at N=0.5: 1.86303 Ry*
E''' at N=0.5: 0.42357 Ry*
leading correction E'''/24: 0.01765 Ry*
cube-root coefficient, numerical: -1.13469 Ry*
cube-root coefficient, formula: -1.13462 Ry*
functional error of Delta vs -4: 0.38663 Ry*
Delta: -102.42 meV
half-occupation error eps-Delta: -0.998 meV
```
